# Which average of the scattering time sets the mobility?

## Question

I am stuck on an exercise about carrier transport. The carriers form a three-dimensional Maxwellian gas with mass $m$ and temperature $T$, and their scattering time depends on energy as

$$\tau(E)=\tau_0\left(\frac{E}{kT}\right)^{s}.$$

I have to write the mobility as $\mu=e\langle\langle\tau\rangle\rangle/m$ and express the "mobility-averaged time" $\langle\langle\tau\rangle\rangle$ through a ratio of gamma functions.

I averaged $\tau$ over the Maxwellian. For $s=-1/2$ this gives $1.128\,\tau_0$. I then solved the Boltzmann equation on a momentum grid with a small force, $F=5\times10^{-4}\sqrt{mkT}/\tau_0$, and the drift velocity corresponds to $0.752\,\tau_0$ instead. The difference is far too large to be a grid error.

Which average is the right one, and why? For which $s$ does the answer hold? And would the difference matter for a real semiconductor, say lightly doped n-type germanium at 77 K, where I am told that acoustic phonons give $s=-1/2$?

## Answer

Your grid solution is right. The plain average counts every carrier equally, but carriers do not contribute equally to the current. The Boltzmann equation itself supplies the missing weight.

### Linearising the Boltzmann equation

Let $f(\mathbf p)$ be the occupation in momentum space and $f_0\propto e^{-E/kT}$ its equilibrium form, with $E=p^2/2m$ measured from the band edge. In a uniform, steady state under a constant force $\mathbf F$,

$$\mathbf F\cdot\frac{\partial f}{\partial\mathbf p}=-\frac{f-f_0}{\tau(E)} .$$

Here $\tau$ is the momentum relaxation time: a collision that barely deflects a carrier counts for little. It is assumed to depend on energy but not on direction.

Write $f=f_0+f_1$, where $f_1$ is of first order in the force. The term $\mathbf F\cdot\partial f_1/\partial\mathbf p$ is then of second order and is dropped:

$$f_1=-\tau\,\mathbf F\cdot\frac{\partial f_0}{\partial\mathbf p}.$$

Since $\partial E/\partial\mathbf p=\mathbf p/m=\mathbf v$, the chain rule gives $\partial f_0/\partial\mathbf p=\mathbf v\,\partial f_0/\partial E=-\mathbf v f_0/kT$. The two minus signs cancel:

$$f_1=\frac{\tau\,\mathbf F\cdot\mathbf v}{kT}\,f_0 .$$

More carriers move along the force than against it, as they should.

### From the distribution to the drift velocity

Take $\mathbf F$ along $x$. The drift velocity is

$$v_d=\frac{\int v_x(f_0+f_1)\,d^3p}{\int(f_0+f_1)\,d^3p}.$$

In the numerator, $v_xf_0$ is odd in $v_x$ and integrates to zero. In the denominator, $f_1$ is odd and integrates to zero, so the density is unchanged at this order. With $\langle\cdots\rangle$ for the average over the equilibrium Maxwellian,

$$v_d=\frac{F}{kT}\,\langle v_x^2\tau\rangle .$$

One factor $v_x$ comes from the definition of current. The other comes from $f_1$: the force does work at the rate $Fv_x$, so at equal $\tau$ fast carriers have their occupation shifted more. The plain average leaves out both factors.

Because $\tau$ depends on energy alone, the three directions are equivalent:

$$\langle v_x^2\tau\rangle=\frac13\langle v^2\tau\rangle=\frac{2}{3m}\langle E\tau\rangle .$$

Hence

$$v_d=\frac{F}{m}\,\frac{\langle E\tau\rangle}{\tfrac32kT}=\frac{F}{m}\,\frac{\langle E\tau\rangle}{\langle E\rangle},$$

where the last step uses $\langle E\rangle=\tfrac32kT$, confirmed below. For a field of magnitude $\mathcal E$ the force has magnitude $e\mathcal E$. Electrons drift against the field, but mobility is defined as the positive ratio $\mu=|v_d|/\mathcal E$. Therefore

$$\mu=\frac{e\langle\langle\tau\rangle\rangle}{m},\qquad
\langle\langle\tau\rangle\rangle=\frac{\langle E\tau\rangle}{\langle E\rangle}.$$

### The gamma functions

The averages need the number of states per unit energy. From $p=\sqrt{2mE}$ we have $p\,dp=m\,dE$, so

$$d^3p\to4\pi p^2\,dp=4\pi m\sqrt{2mE}\;dE\propto\sqrt E\,dE .$$

Set $x=E/kT$. For any function $A$ of energy, the constants cancel and

$$\langle A\rangle=\frac{\int_0^\infty A\,x^{1/2}e^{-x}dx}{\int_0^\infty x^{1/2}e^{-x}dx}.$$

The definition $\Gamma(z)=\int_0^\infty x^{z-1}e^{-x}dx$ makes the denominator $\Gamma(3/2)$. For $A=E=kT\,x$, the power in the numerator is $3/2$, so $z=5/2$:

$$\langle E\rangle=kT\,\frac{\Gamma(5/2)}{\Gamma(3/2)}=\frac32kT,$$

by the recursion $\Gamma(z+1)=z\Gamma(z)$. For $A=E\tau=kT\,\tau_0x^{1+s}$, the power is $s+3/2$, so $z=s+5/2$:

$$\langle E\tau\rangle=kT\,\tau_0\,\frac{\Gamma(s+5/2)}{\Gamma(3/2)}.$$

Dividing the two, $kT$ and $\Gamma(3/2)$ cancel:

$$\boxed{\;\langle\langle\tau\rangle\rangle=\tau_0\,\frac{\Gamma\!\left(s+\tfrac52\right)}{\Gamma\!\left(\tfrac52\right)},\qquad s>-\tfrac52\;}$$

Note that $\tau_0$ is the time at $E=kT$. If your source quotes the time $\tau_m$ at the mean energy $\tfrac32kT$, then $\tau_m=\tau_0(3/2)^s$, and you must insert $\tau_0=\tau_m(2/3)^s$.

The dimension enters through the state count and through the number of equivalent directions. In $d$ dimensions the density of states goes as $E^{d/2-1}$, $\langle v_x^2\tau\rangle=2\langle E\tau\rangle/(md)$, and $\langle E\rangle=\tfrac d2kT$. The same steps give $\Gamma(s+d/2+1)/\Gamma(d/2+1)$, which returns the boxed result for $d=3$.

### Where your average went

Your calculation was the case $A=\tau$:

$$\langle\tau\rangle=\tau_0\,\frac{\Gamma(s+3/2)}{\Gamma(3/2)},\qquad s>-\tfrac32 .$$

Apply the recursion to both gamma functions in the ratio of the two results:

$$\frac{\langle\langle\tau\rangle\rangle}{\langle\tau\rangle}
=\frac{\Gamma(s+5/2)}{\Gamma(s+3/2)}\,\frac{\Gamma(3/2)}{\Gamma(5/2)}
=\frac{s+3/2}{3/2}=1+\frac{2s}{3}.$$

At $s=-1/2$ this is $2/3$, which is the discrepancy you found. With $\Gamma(5/2)=3\sqrt\pi/4$, the closed forms and values are:

| $s$ | $\langle\langle\tau\rangle\rangle/\tau_0$ | value | $\langle\tau\rangle/\tau_0$ |
|---|---|---|---|
| $-1/2$ | $4/(3\sqrt\pi)$ | 0.752 | 1.128 |
| $0$ | $1$ | 1.000 | 1.000 |
| $1/2$ | $8/(3\sqrt\pi)$ | 1.505 | 1.128 |
| $3/2$ | $8/\sqrt\pi$ | 4.514 | 2.257 |

The grid calculation you describe, with the same small force and without dropping $f_1$ on the left-hand side, gives 0.752, 1.505 and 4.514 for $s=-1/2$, $1/2$ and $3/2$.

The plain average is the same for $s=-1/2$ and $s=1/2$, because $\Gamma(1)=\Gamma(2)=1$. The mobility differs by a factor of two between these cases at fixed $\tau_0$. The reason is visible in

$$\langle\langle\tau\rangle\rangle-\langle\tau\rangle=\frac{\langle E\tau\rangle-\langle E\rangle\langle\tau\rangle}{\langle E\rangle}.$$

The numerator is the covariance of energy and scattering time. If energetic carriers scatter less often ($s>0$), it is positive and the mobility gains. If they scatter more often ($s<0$), it loses.

The integrand $x^{s+3/2}e^{-x}$ also tells you which carriers matter. For $s>-3/2$, setting its derivative to zero gives a maximum at $x=s+3/2$. That is $E=kT$ for $s=-1/2$, but $E=3kT$ for $s=3/2$.

### Which exponents are allowed

Near $x=0$ the integrand behaves as $x^{s+3/2}$, which is integrable if $s>-5/2$. At $s=-5/2$ it becomes $1/x$, and the integral diverges logarithmically. For lower $s$ it diverges as a power. The gamma function can still return a finite number there, by analytic continuation, but that number is not the average.

Convergence is not the whole condition. The dropped term $\mathbf F\cdot\partial f_1/\partial\mathbf p$ must be small beside the kept term $\mathbf F\cdot\partial f_0/\partial\mathbf p$ for the carriers that matter. In $f_1\propto\tau v_xf_0$, differentiating $f_0$ gives a part of relative size

$$\frac{Fv\tau}{kT}\propto x^{s+1/2},$$

while differentiating $v_x$ or $\tau$ gives parts of relative size

$$\frac{F\tau}{p}\propto x^{s-1/2},$$

up to factors of order one. The first ratio grows towards high energy if $s>-1/2$, and the second grows towards zero energy if $s<1/2$. For $s=-1/2$ the product $v\tau$ is a constant mean free path, so the first ratio is the same at all energies, but the second still grows as $1/x$ for slow carriers. The linear result therefore requires a force weak enough that the offending carriers contribute little to the current.

For $s>1/2$ there is a further limit. A carrier accelerated to high energy then collides so rarely that it may never collide again. If the power law held up to infinite energy, such runaway carriers would accumulate, and strictly no steady state would exist at any non-zero force. For a weak force the fraction that escapes is extremely small, and the boxed result describes the drift of all the others. In a real crystal, other scattering processes take over at high energy, so the power law should be read as holding only over the energies that carry the current.

### Why acoustic phonons give $s=-1/2$

The scattering rate is a squared matrix element times the number of final states. For deformation-potential coupling to phonons of wavenumber $q$ and frequency $\omega=c_sq$, the squared matrix element goes as $(q^2/\omega)N_q$. If the phonon energy is well below $kT$, equipartition gives $N_q\approx kT/\hbar\omega$ for absorption, and nearly the same factor for emission. Then $(q^2/\omega)(kT/\hbar\omega)\propto T$, independent of $q$.

Scattering is therefore isotropic, and its rate follows the density of states:

$$\frac1\tau\propto T\sqrt E=T\sqrt{kT}\,x^{1/2}.$$

This is $s=-1/2$ with $\tau_0\propto T^{-3/2}$. At fixed mass and coupling, $\mu\propto T^{-3/2}$ as well.

### Numbers for the germanium-like case

I take round model parameters: $m=0.12\,m_e$, $\tau_0=3.0$ ps, $T=77$ K (so $kT=6.635$ meV), carrier and ionized-impurity densities both $10^{14}\ \mathrm{cm^{-3}}$, and a field of 1 V/cm. Then

$$\langle\langle\tau\rangle\rangle=0.7523\times3.0\ \mathrm{ps}=2.257\ \mathrm{ps},$$

$$\mu=\frac{(1.602\times10^{-19}\ \mathrm C)(2.257\times10^{-12}\ \mathrm s)}{0.12\times9.109\times10^{-31}\ \mathrm{kg}}=3.31\ \mathrm{m^2/Vs}=3.31\times10^4\ \mathrm{cm^2/Vs}.$$

The plain average would be 3.385 ps and would give $4.96\times10^4\ \mathrm{cm^2/Vs}$, which is 50 % above the correct model value. At $\mathcal E=100$ V/m the drift velocity is $3.31\times100=331$ m/s.

### How far to trust that mobility

Each change below is relative to $3.31\times10^4\ \mathrm{cm^2/Vs}$ and is computed with the other corrections absent, unless I say otherwise. The material values are rough.

**Ellipsoidal valleys.** Germanium's conduction valleys are elongated, with masses of about $m_l=1.6\,m_e$ and $m_t=0.08\,m_e$. Along a principal axis $i$, put $p_i=\sqrt{m_i}\,w_i$. Then $E=\tfrac12w^2$ is isotropic in $\mathbf w$, and

$$\langle v_i^2\tau\rangle=\frac{\langle w_i^2\tau\rangle}{m_i}=\frac{2}{3m_i}\langle E\tau\rangle .$$

The gamma ratio survives on every axis if $\tau$ still depends on energy alone. The four equally filled valleys lie along the cube diagonals, where the off-diagonal terms cancel in the sum. What remains is

$$\frac1{m_c}=\frac13\left(\frac2{m_t}+\frac1{m_l}\right),\qquad m_c=0.117\,m_e,$$

which raises the mobility by 2.5 %. A direction-dependent $\tau$ is not included.

**Ionized impurities.** This is the largest correction found at 77 K: $-8.7$ %, from a screened Coulomb potential in the Born approximation with relative permittivity 16 and the isotropic mass $0.12\,m_e$. Read it as roughly $-7$ to $-11$ %. The Born approximation is marginal here, because the effective Rydberg energy is close to $kT$; exact phase shifts give about $-7.5$ % for the isotropic mass. In the elongated valleys Coulomb scattering is strongly direction-dependent, and the Born estimate then becomes about $-11$ %. For an unscreened Coulomb potential the cross-section at fixed angle goes as $E^{-2}$. Multiplying by the speed gives a rate proportional to $E^{-3/2}$, hence $s=3/2$; screening adds a slowly varying logarithm. Rates must be added at each energy, $1/\tau=1/\tau_{\rm ac}+1/\tau_{\rm imp}$, before averaging. The sum is not a single power, so the average must be done numerically.

**Optical phonons.** Their energy, about 37 meV, is 5.6 times $kT$ at 77 K, so few carriers can emit one and few phonons are present to be absorbed. With $x_p=\hbar\omega_{\rm op}/kT$ and phonon number $N$, I added the momentum-randomising rate

$$\frac{W}{\tau_0}\left[N\sqrt{x+x_p}+(N+1)\sqrt{x-x_p}\right],$$

where the emission term is present for $x>x_p$. The relative coupling is $W=2.0$ at 77 K, a rough choice on the high side: the measured temperature dependence of about $T^{-1.66}$ between 77 and 300 K corresponds to $W\approx1.1$ in this model. The mobility falls by 2.7 %.

**Non-parabolicity.** Take $E(1+\alpha E)=p^2/2m$ with $\alpha=0.3\ \mathrm{eV^{-1}}$, and let the acoustic rate follow the altered density of states. The mobility changes by $-1.9$ %.

**Degeneracy.** The density is $7.6\times10^{-5}$ of the effective band density, $1.32\times10^{18}\ \mathrm{cm^{-3}}$. Fermi statistics changes the mobility by about $-0.001$ %, so the Maxwellian is safe here.

**Equipartition.** A carrier with energy $kT$ moving along the heavy axis can exchange at most a phonon of momentum $2p$, taking the phonon energy as small. With $c_s=5000$ m/s its energy is $y=2\sqrt{2m_lkT}\,c_s/kT=0.52$ in units of $kT$. Emission plus absorption carries the factor $2N+1=\coth(y/2)$, where equipartition puts $2/y$. The true factor is 2.3 % larger. This concerns the rate for that one phonon and is not a mobility correction.

**Carrier heating.** Per collision time the field supplies $Fv_d\tau\sim mv_d^2$. A carrier exchanges phonons of energy about $pc_s$. If the carriers are hotter than the lattice by a fraction $\delta$, emission exceeds absorption by a fraction of order $\delta\,pc_s/kT$. The net loss is then $\delta(pc_s)^2/kT\sim\delta\,mc_s^2$, because $p^2\sim mkT$. Balancing gain and loss,

$$\delta\sim\left(\frac{v_d}{c_s}\right)^2=\left(\frac{331}{5000}\right)^2\approx0.4\ \%.$$

This is an order-of-magnitude estimate for the isotropic model mass; energy balance for a heated Maxwellian adds a factor $3\pi/32\approx0.3$, giving about 0.13 %. In elongated valleys the heavy axis allows larger phonon momenta, so carriers lose energy faster and heat less. The linear law predicts $v_d=c_s$ at about 15 V/cm; in the isotropic model, heating must be included at such fields.

### Beside real germanium

Electron mobility in high-purity n-type germanium is roughly a few times $10^4\ \mathrm{cm^2/Vs}$ at 77 K, so the model is in the right range. That is not a prediction, because I chose $\tau_0$.

At 300 K the acoustic law alone gives

$$3.31\times10^4\left(\frac{77}{300}\right)^{3/2}\approx4.3\times10^3\ \mathrm{cm^2/Vs},$$

close to the measured size of roughly $4\times10^3$. The closeness should not be read as support for a purely acoustic model. The relative optical coupling scales as $1/T$, since the acoustic rate carries an extra factor $T$. With that scaling, optical phonons lower the 300 K mobility by 31 % relative to the acoustic value, to about $3.0\times10^3$, which is too low. The rough parameters therefore do not describe both temperatures well.

For a device at room temperature, optical phonons are thus not negligible, but the size of their effect depends on the coupling: 31 % for $W=2.0$, about 21 % for $W\approx1.1$. A transistor channel may also confine the carriers and drive them at fields far above 15 V/cm; both lie outside this calculation. For the weakly driven crystal at 77 K with $10^{14}\ \mathrm{cm^{-3}}$ ionized impurities, the impurity correction is of order 10 % and the others are a few per cent or less; impurities and optical phonons together lower the mobility by about 11 %, and the impurity correction grows with doping. The choice of average does matter: for acoustic scattering alone, the plain average overestimates the mobility by 50 %. At the impurity density used here, ionized impurities reduce that excess to about 16 % in this model, because they shorten $\tau$ most for slow carriers, to which the plain average gives too much weight. Near $5\times10^{14}\ \mathrm{cm^{-3}}$ the error changes sign in this model: impurity scattering alone has roughly $s=3/2$, for which the plain average is too small. The numerical output below lists the values in full.

## Values computed for the example and the checks

```
Factors <<tau>>/tau0 and plain <tau>/tau0 (speed integrals):
  s = -0.5: weighted 0.7523, plain 1.1284
  s = +0.0: weighted 1.0000, plain 1.0000
  s = +0.5: weighted 1.5045, plain 1.1284
  s = +1.5: weighted 4.5135, plain 2.2568
Drift/(force*tau0/m) from the full kinetic equation:
  s = -0.5: 0.752
  s = +0.5: 1.505
  s = +1.5: 4.514
State count ratio for 4 times the energy: 8.017
Temperature: 77 K
Thermal energy kT: 6.635 meV
Mass: 0.12 electron masses
tau0: 3.0 ps
Exponent s: -0.5
Carrier and impurity density: 1.0e+14 cm^-3
Field: 1.0 V/cm
Gamma ratio: 0.7523
Mobility-averaged time: 2.257 ps
Mobility: 33077 cm^2/Vs = 3.308 m^2/Vs
Plain average time: 3.385 ps
Mistaken mobility: 49615 cm^2/Vs
Drift velocity: 331 m/s
Acoustic-only mobility at 300 K: 4301 cm^2/Vs
Neglected effects (relative change of mobility unless stated):
  valley masses: 1.60, 0.08 electron masses
  conductivity mass: 0.1171 electron masses
  ellipsoidal mass: +2.50 %
  band density Nc: 1.32e+18 cm^-3
  density / Nc: 7.6e-05
  degeneracy: -1.1e-03 %
  non-parabolicity alpha: 0.3 1/eV
  non-parabolicity: -1.91 %
  relative permittivity: 16
  ionized impurities: -8.69 %
  optical phonon energy: 37 meV
  optical coupling / acoustic at 77 K: 2.0
  optical phonons at 77 K: -2.72 %
  optical phonons at 300 K: -31.3 %
  sound velocity: 5000 m/s
  largest acoustic quantum / kT: 0.52
  equipartition error of its rate: 2.3 %
  carrier heating, order of magnitude: 0.44 %
```
